# Why valence oscillator strengths can exceed the number of valence electrons

## Question

The oscillator strengths of a single electron sum to one. An atom with six valence electrons might therefore be expected to have a total strength of six for transitions that start in its valence shell. In an atom of independent electrons, can this sum exceed six? If so, where does the extra strength come from, and how large is it in chromium?

## Answer

### The mechanism

The sum of one for a single electron includes transitions to every other orbital, lower ones as well as higher ones. A downward transition has negative oscillator strength: it describes emission. For a valence electron in an atom, the lower orbitals include the core orbitals, which are full. The Pauli principle removes these downward transitions. (Blocked transitions between two valence orbitals occur in both directions and cancel within the valence group, as shown below.) Removing negative terms from a sum that equals one leaves a sum greater than one.

The core electrons pay for this. A core electron alone in the same potential could absorb a photon and go up to the valence orbital. In the atom that orbital is full, so a positive term is lost. The two lost terms belong to the same pair of orbitals and are equal in size, so the total for the atom is unchanged. The word "transfer" refers to this accounting; no electron moves from core to valence.

To turn this into a formula we need the one-electron sum rule, the effect of blocking on it, and the relation between the two directions of a transition.

### The sum rule for one electron

Hartree atomic units are used. Each electron moves in a fixed local potential $V(\mathbf r)$, with Hamiltonian $h=p^2/2+V$ and orbitals $h|i\rangle=\varepsilon_i|i\rangle$. The potential may differ for the two spins, because the electric dipole operator does not change spin. The oscillator strength, averaged over the direction of polarization, is

$$f_{i\to j}=\tfrac23(\varepsilon_j-\varepsilon_i)\,|\langle j|\mathbf r|i\rangle|^2 .$$

It is positive for $\varepsilon_j>\varepsilon_i$ and negative for $\varepsilon_j<\varepsilon_i$.

Consider one Cartesian component $x$. Writing out the double commutator gives

$$[x,[h,x]]=2xhx-x^2h-hx^2 .$$

Take its expectation value in $|i\rangle$. In the last two terms $h$ acts on $|i\rangle$ and gives $\varepsilon_i$. In the first term, insert the complete set of orbitals, continuum included, on either side of $h$:

$$\langle i|[x,[h,x]]|i\rangle=2\sum_j(\varepsilon_j-\varepsilon_i)|\langle j|x|i\rangle|^2 .$$

The commutator can also be evaluated directly. A local potential commutes with $x$, so $[h,x]=[p_x^2/2,x]=-ip_x$, and $[x,-ip_x]=-i\cdot i=1$. The right-hand side above is therefore 1. The same holds for $y$ and $z$. Adding the three equations and dividing by 3 gives

$$\sum_j f_{i\to j}=1 .$$

This holds for every orbital, whatever its energy. For the lowest orbital all terms are non-negative. For a higher orbital, the upward terms must add up to more than one if any downward term is nonzero.

### What blocking does

Now let $N$ electrons occupy $N$ spin-orbitals, forming one Slater determinant. The dipole operator is a sum of one-electron operators, so it connects this determinant only to those in which one occupied orbital $i$ has been replaced by an empty orbital $a$. The matrix element is $\langle a|\mathbf r|i\rangle$ up to a sign, and the energy change is $\varepsilon_a-\varepsilon_i$. The allowed strengths are thus the one-electron strengths $f_{i\to a}$ with $a$ empty.

Divide the occupied orbitals into valence orbitals $v$ and core orbitals $c$, and let $S_{\rm val}$ be the sum of all allowed strengths that leave valence orbitals. Since the sum over all final orbitals is one,

$$S_{\rm val}=\sum_v\sum_{a\ \rm empty}f_{v\to a}
=\sum_v\Big(1-\sum_{v'}f_{v\to v'}-\sum_c f_{v\to c}\Big).$$

Exchanging the two orbitals reverses the energy difference and leaves the squared matrix element alone, so $f_{i\to j}=-f_{j\to i}$. In the double sum over $v$ and $v'$ every pair occurs in both directions and cancels. What remains is

$$S_{\rm val}=N_{\rm val}+T,\qquad
T=\sum_{v,c}\tfrac23(\varepsilon_v-\varepsilon_c)|\langle c|\mathbf r|v\rangle|^2 .$$

For the core the same steps give

$$S_{\rm core}=N_{\rm core}-\sum_{c,v}f_{c\to v}=N_{\rm core}-T .$$

The sum of the two is $N$. If each core level lies below the valence levels to which it is dipole-coupled, no term in $T$ is negative, and one nonzero coupling is enough to make the valence sum exceed $N_{\rm val}$.

An extreme case can be worked by hand. Put two electrons of the same spin into a one-dimensional harmonic well of unit frequency, in levels 0 and 1. In one dimension $f=2\,\Delta\varepsilon\,|x_{ji}|^2$, and $|x_{n+1,n}|^2=(n+1)/2$. The upper electron has $f_{1\to2}=2$ and $f_{1\to0}=-1$, which sum to one. The lower electron has the single transition $f_{0\to1}=1$. With both levels filled, the transitions between 0 and 1 are blocked. The upper electron keeps a strength of 2 and the lower one has none, so $T=1$ and the whole core strength has been transferred. The numerical check finds these values from antisymmetric two-particle eigenstates, without assuming the blocking rule.

### The formula for an atom

In a central potential an orbital is $u_{nl}(r)Y_{lm}/r$, with $\int u_{nl}^2\,dr=1$. The dipole operator changes $l$ by one. We need the strength of a subshell transition per electron, summed over the final $m'$ and averaged over the initial $m$.

For the angular part, start from the recurrence

$$\cos\theta\,Y_{lm}=a_{l+1,m}Y_{l+1,m}+a_{l,m}Y_{l-1,m},\qquad a_{l,m}^2=\frac{l^2-m^2}{4l^2-1}.$$

For $l\to l+1$, sum $a_{l+1,m}^2$ over $m$, using $\sum_m m^2=l(l+1)(2l+1)/3$:

$$\sum_{m=-l}^{l}\frac{(l+1)^2-m^2}{(2l+1)(2l+3)}
=\frac{(l+1)\left[3(l+1)-l\right]}{3(2l+3)}=\frac{l+1}{3}.$$

After the sum over all $m$ and $m'$ the three directions contribute equally, which gives a factor 3. Averaging over the initial $m$ divides by $2l+1$. The angular factor is $(l+1)/(2l+1)$. The summed squares are the same for the reverse transition, so for $l\to l-1$ the factor is $l/(2l+1)$. With $l_>$ the larger of $l$ and $l'$,

$$f_{nl\to n'l'}=\frac23(\varepsilon_{n'l'}-\varepsilon_{nl})\frac{l_>}{2l+1}R^2,\qquad R=\int_0^\infty u_{n'l'}\,r\,u_{nl}\,dr .$$

The sum rule can now be resolved by final angular momentum. Write $u$ for $u_{nl}$, and let $h_l=-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}+V$, so that $h_lu=\varepsilon u$. Because $(ru)''=ru''+2\,du/dr$,

$$(h_{l'}-\varepsilon)(ru)=-\frac{du}{dr}+\frac{D}{2r}u,\qquad D=l'(l'+1)-l(l+1).$$

Multiply by $ru$ and integrate. Integration by parts gives $-\int ru\,(du/dr)\,dr=\frac12\int u^2dr=\frac12$. The radial functions of given $l'$ are complete, so the left-hand side becomes a sum over final states:

$$\sum_{n'}(\varepsilon_{n'l'}-\varepsilon)R^2=\frac{1+D}{2}.$$

For $l'=l+1$, $D=2(l+1)$; for $l'=l-1$, $D=-2l$. Multiplying by the prefactor of $f$ gives

$$\sum_{n'}f_{nl\to n',l+1}=\frac{(l+1)(2l+3)}{3(2l+1)},\qquad
\sum_{n'}f_{nl\to n',l-1}=-\frac{l(2l-1)}{3(2l+1)} .$$

They add to $(6l+3)/[3(2l+1)]=1$, as they must. For a $d$ electron they are $7/5$ and $-2/5$.

This gives a lower bound without any knowledge of the potential. Suppose that no $f$ shell is occupied and that every empty $p$ level lies above the $d$ level. Then the whole $7/5$ is allowed, and the allowed transitions to $p$ waves can only add to it. A $d$ electron in such an atom has an allowed sum of at least 1.4.

### Chromium

The example is the free chromium atom in the configuration $3d^54s^1$, with all six valence spins up. Its 24 electrons move in the self-consistent potential of the local-spin-density model with exchange only: nuclear attraction, Hartree repulsion and the exchange potential $-(6\rho_\sigma/\pi)^{1/3}$, where $\rho_\sigma$ is the density of electrons with spin $\sigma$. Correlation and relativity are left out. The excitations are those of independent electrons in this fixed potential, so the response of the other electrons to the light is also missing.

The configuration suits the question because every occupied subshell is full within its own spin. Each spin density is spherical, and a transition into an occupied subshell is completely blocked. The valence group is $3d$ and $4s$, with $N_{\rm val}=6$; the core has 18 electrons.

The spin-up levels needed are, in hartree, $-20.450$ for $2p$, $-1.653$ for $3p$, $-0.151$ for $4s$ and $-0.120$ for $3d$. The largest blocked term is $3d\to3p$, with $R=0.983$ bohr. The energy drop is $1.6526-0.1200=1.5326$ hartree, and for $l=2$, $l_>=2$ the angular factor is $2/5$:

$$|f_{3d\to3p}|=\tfrac23\times1.5326\times\tfrac25\times0.9834^2=0.395 .$$

The four blocked valence-to-core terms, per valence electron, are:

| Transition | $R$ (bohr) | $\lvert f\rvert$ |
|---|---|---|
| $3d\to3p$ | 0.983 | 0.395 |
| $3d\to2p$ | 0.129 | 0.090 |
| $4s\to3p$ | 0.306 | 0.094 |
| $4s\to2p$ | 0.013 | 0.002 |

The $3d\to2p$ term is not negligible in spite of its small $R$, because it is multiplied by an energy drop of 20.3 hartree.

With five $3d$ electrons and one $4s$ electron,

$$T=5(0.395+0.090)+(0.094+0.002)=2.52 ,$$

and therefore

$$S_{\rm val}=6+2.52=8.52,\qquad S_{\rm core}=18-2.52=15.48 .$$

The comparison with a direct sum over the allowed transitions is a real test, because the two sides are computed differently. The direct sum runs over empty orbitals, including a discretized continuum. $T$ involves occupied orbitals alone, and it was obtained from derivative integrals: projecting the equation for $(h_{l'}-\varepsilon)(ru)$ onto $u_{n'l'}$ gives

$$(\varepsilon_{n'l'}-\varepsilon)R=\int u_{n'l'}\left(-\frac{du}{dr}+\frac{D}{2r}u\right)dr .$$

The direct sum is also 8.52.

Most of the excess belongs to the $3d$ electrons. Each has an allowed sum of 1.485, made up of 1.400 to $f$ waves and 0.085 to empty $p$ waves. The second number is the full $p$ sum with the blocked terms taken out: $-0.400+0.395+0.090=0.085$. The potential-independent bound already accounts for $5\times0.4=2$ units of excess. The $4s$ electron has an allowed sum of 1.096.

### Where the core loses it

The two spins of chromium show the loss side by side. A spin-up $3p$ electron finds $3d$ and $4s$ full; for a spin-down $3p$ electron no $d$ wave and no $4s$ level is occupied. Their allowed sums are 0.557 and 1.247.

The difference, 0.690, can be traced. The total strength between two subshells is the same in size in both directions, so strengths per electron scale with the inverse of the number of electrons. The blocked $3p\to3d$ strength per $3p$ electron is $0.395\times5/3=0.659$, and the blocked $3p\to4s$ strength is $0.094\times1/3=0.031$. Together they make 0.690. They account for the whole difference only because the other blocked terms, from $3p$ down to the filled $1s$, $2s$ and $3s$ levels, are nearly equal for the two spins, although the potentials differ: these terms sum to $1-0.5575-0.6587-0.0313=-0.2475$ for spin up and $1-1.2473=-0.2473$ for spin down.

An allowed sum below one does not by itself show a transfer to the valence shell. The $1s$ electrons have a sum of 0.67 for either spin, although $1s$ has no dipole coupling to $3d$ or $4s$. Their blocked transitions lead to filled core $p$ shells, and that strength stays within the core. For spin down, where all nine electrons are core electrons, the shell sums add up to 9.00.

One feature of the output needs care. The lowest spin-down $d$ level lies at $+0.027$ hartree and has a mean radius of 16 bohr in a box of radius 25 bohr. In this model it is a discretized continuum state, not a bound $3d$ orbital. The strength of 0.0015 from spin-down $3p$ to this one state therefore says little. The open strength belongs to the $d$ continuum as a whole, where by the partial sum rule it amounts to $10/9$ per electron. It is not spread evenly over energy: a resonance just above threshold, the remnant of the $3d$ orbital, concentrates part of it in a narrow range. The resonance lies 0.058 hartree above threshold, has a width of about 0.003 hartree, and carries roughly 0.6 of the total 1.11.

### What the sum does not say

$S_{\rm val}$ groups transitions by the shell that the electron leaves, and it includes all photon energies. It is not the absorption integrated up to the core edge. In the chromium model the first allowed core excitation lies at 1.46 hartree, and the valence strength below it is about 4.6. This is less than 6. The remaining strength, roughly 4 units, lies at higher photon energies, where core electrons absorb too. A low-energy absorption sum would approach $N_{\rm val}+T$ if the valence strength were nearly exhausted before the core began to absorb, which is not the case here.

The result also depends on the potential being local. Suppose that an additional potential $\Delta V(r)$ acts on $p$ waves alone. For an $s$ orbital, $(h_{l'}-\varepsilon)(ru)$ then contains the extra term $\Delta V\,ru$, and the full sum becomes

$$\sum_jf_{s\to j}=1+\tfrac23\int u^2r^2\,\Delta V\,dr .$$

With $\Delta V=0.1\,e^{-r/2}$ hartree ($r$ in bohr), the $4s$ sum rises from 1 to 1.123, both by this formula and by direct summation. The nonlocal exchange operator of Hartree-Fock theory likewise fails in general to commute with $\mathbf r$. Blocking and the antisymmetry of $f$ remain, but the starting value for each orbital need no longer be one, so $N_{\rm val}+T$ must be corrected.

With the true interaction between electrons, the total is still $N$: the repulsion $1/|\mathbf r_k-\mathbf r_l|$ commutes with all positions, and the double commutator of $\sum_kx_k$ gives one for each electron. The division into shells is what becomes ambiguous, because an excited state can mix determinants in which electrons have left different shells. The value 8.52 is thus a property of this independent-particle model of chromium and depends slightly on the potential chosen: adding a local correlation potential (Perdew-Wang 1992) raises it to about 8.55. The total of 24 also holds for the exact nonrelativistic atom with a fixed nucleus.

## Computed results

```
1D well, harmonic: T = 1.0000, valence 2.0000, core 0.0000
1D well, quartic 0.1: T = 0.9980, valence 1.9980, core 0.0020
Cr: Z = 24, valence electrons 6, core electrons 18
Box radii: 25 and 35 bohr
Total energy: -1040.2732 hartree
Virial ratio -V/T_kin: 2.0000000
Level 2p up: -20.4499 hartree, mean radius 0.262 bohr
Level 3p up: -1.6526 hartree, mean radius 0.972 bohr
Level 3d up: -0.1200 hartree, mean radius 1.494 bohr
Level 4s up: -0.1511 hartree, mean radius 3.376 bohr
Level 3p down: -1.4738 hartree, mean radius 0.972 bohr
Level 3d down: 0.0265 hartree, mean radius 16.094 bohr
Blocked 4s up -> 2p up: R = 0.0134 bohr, |f| = 0.0024 per electron
Blocked 4s up -> 3p up: R = 0.3061 bohr, |f| = 0.0938 per electron
Blocked 3d up -> 2p up: R = 0.1288 bohr, |f| = 0.0899 per electron
Blocked 3d up -> 3p up: R = 0.9834 bohr, |f| = 0.3952 per electron
3d up -> all f: 1.40000 per electron
3d up -> all p: -0.40000 per electron
3d up -> empty p: 0.08513 per electron
Shell 1s up: full sum 1.00000, allowed sum 0.6698 per electron
Shell 2s up: full sum 1.00000, allowed sum 0.6868 per electron
Shell 3s up: full sum 1.00000, allowed sum 0.4733 per electron
Shell 4s up: full sum 1.00000, allowed sum 1.0962 per electron
Shell 2p up: full sum 1.00000, allowed sum 0.9919 per electron
Shell 3p up: full sum 1.00000, allowed sum 0.5575 per electron
Shell 3d up: full sum 1.00000, allowed sum 1.4851 per electron
Shell 1s down: full sum 1.00000, allowed sum 0.6690 per electron
Shell 2s down: full sum 1.00000, allowed sum 0.6888 per electron
Shell 3s down: full sum 1.00000, allowed sum 0.4726 per electron
Shell 2p down: full sum 1.00000, allowed sum 1.1426 per electron
Shell 3p down: full sum 1.00000, allowed sum 1.2473 per electron
3p down -> 3d down (open): f = 0.0015 per electron
3p up -> 3d up (blocked): f = 0.6587 per electron
Transferred strength T (derivative integrals): 2.5219
Valence allowed sum: 8.5219; N_val + T = 8.5219
Core allowed sum: 15.4781; N_core - T = 15.4781
Total allowed sum: 24.0000
Valence allowed sum, larger box: 8.5219
First allowed core excitation: 1.4639 hartree
Valence strength below it: 4.57 (larger box 4.57)
4s sum with extra p-wave potential: 1.12289; formula 1.12289
```
